# When a Modified Auger-Parameter Shift Equals Twice the Relaxation-Energy Change

In a Hartree-Fock calculation, a magnesium atom is moved from free space into a cage of fixed charges and grounded conductors. Its 1s binding energy falls by 2.72 eV, while the kinetic energy of the Auger electron that leaves the 2s shell empty rises by 6.13 eV. Each number mixes a shift present before ionization with a change in relaxation. Yet their sum, 3.41 eV, is within rounding twice 1.70 eV, and 1.70 eV is the change in the energy gained when the atom and its surroundings relax around a 1s hole. Why does the sum isolate the relaxation, and when does it fail to do so?

## Energies and conventions

Let $E(0)$ be the total energy of the system before ionization, $E(i)$ its energy with one hole in core orbital $i$, and $E(kk)$ its energy with two holes of opposite spin in core orbital $k$. An emitted electron at rest at the reference level has zero energy. The photoelectron binding energy is

$$E_B=E(i)-E(0). \tag{1}$$

If the core hole is fully relaxed before it decays, energy conservation in the Auger process reads $E(i)=E(kk)+E_K$, so

$$E_K=E(i)-E(kk). \tag{2}$$

The modified Auger parameter is the sum

$$\alpha'=E_B+E_K=2E(i)-E(0)-E(kk). \tag{3}$$

Both terms must use the same reference level. Passing from the Fermi level to the vacuum level raises $E_B$ by the work function $\phi$ and lowers $E_K$ by $\phi$, and the sum is unchanged. Uniform charging of the sample also cancels: it moves the measured kinetic energies of both lines by the same $\delta$, so the apparent binding energy moves by $-\delta$. A potential that varies across the sampled region need not cancel, because the two electrons may come from different depths.

The symbol $\Delta$ denotes the value in a new environment minus that in a reference environment, for the same element and the same transitions.

## Energies with everything frozen

To separate initial-state from final-state effects, first remove electrons while all remaining orbitals, and the polarization of the surroundings, stay as they were. In Hartree-Fock theory the energy of a determinant is

$$E(0)=C+\sum_a h_a+\frac12\sum_{a,b}\left(J_{ab}-K_{ab}\right), \tag{4}$$

where $a,b$ run over occupied spin orbitals, $h_a$ contains the kinetic energy and the attraction to the nucleus, and $J_{ab}$ and $K_{ab}$ are Coulomb and exchange integrals. Frozen charges in the surroundings act as an external potential, which is included in $h_a$; their remaining energy belongs to the constant $C$. The orbital energy is

$$\varepsilon_a=h_a+\sum_b\left(J_{ab}-K_{ab}\right). \tag{5}$$

Removing spin orbital $i$ deletes $h_i$ and all pair terms containing $i$. Each pair occurs twice in the double sum of (4), which cancels the factor $\frac12$, and the term $b=i$ vanishes because $J_{ii}=K_{ii}$. The frozen energy is therefore

$$E_{\rm fr}(i)=E(0)-\varepsilon_i. \tag{6}$$

Now remove both electrons from orbital $k$. Subtracting $\varepsilon_k$ twice removes the repulsion between these two electrons twice, although it was present once. It must be added back once. The exchange integral between opposite spins is zero, so

$$E_{\rm fr}(kk)=E(0)-2\varepsilon_k+J_{kk}. \tag{7}$$

Read in terms of holes, $J_{kk}$ is their bare mutual repulsion. Equations (6) and (7) were tested against direct evaluation of the energy functional in every environment considered below.

## The condition for the factor two

Define the relaxation energy of a set of holes $S$ by

$$R(S)=E_{\rm fr}(S)-E(S). \tag{8}$$

It contains the response of the atom and of its surroundings. Inserting (6) and (7) gives

$$E(i)=E(0)-\varepsilon_i-R(i), \tag{9}$$

$$E(kk)=E(0)-2\varepsilon_k+J_{kk}-R(kk). \tag{10}$$

Put these into (3). The energy $E(0)$ occurs with the factors $2-1-1=0$ and drops out, leaving

$$\alpha'=-2\varepsilon_i+2\varepsilon_k-J_{kk}+R(kk)-2R(i). \tag{11}$$

Take the difference between the two environments, then subtract $2\Delta R(i)$ from both sides:

$$\Delta\alpha'-2\Delta R(i)=B, \tag{12}$$

$$B=\underbrace{\left[-2\Delta\varepsilon_i+2\Delta\varepsilon_k-\Delta J_{kk}\right]}_{B_{\rm ini}}+\underbrace{\left[\Delta R(kk)-4\Delta R(i)\right]}_{B_{\rm rel}}. \tag{13}$$

Thus $\Delta\alpha'=2\Delta R(i)$ if and only if $B=0$. This equivalence holds within the Hartree-Fock description and for a relaxed intermediate state. The two brackets could cancel by accident, but a physical reason for the rule makes each vanish separately:

- The initial-state shifts are equal, $\Delta\varepsilon_i=\Delta\varepsilon_k$. They need not be zero.
- The bare repulsion is unchanged, $\Delta J_{kk}=0$, as expected when the core orbitals keep their shape.
- The change of relaxation energy is the same for a single hole in $i$ or in $k$ and is quadratic in the number of core holes, so that $\Delta R(kk)=4\Delta R(i)$.

The third condition concerns changes, not total relaxation energies. For free magnesium, with $i=1s$ and $k=2s$, the calculation gives $R(i)=25.3$ eV and $R(kk)=18.1$ eV, nowhere near a ratio of four. In the free atom all of this relaxation takes place inside the atom, and it depends on which shell is emptied. It drops out of $\Delta R$ to the extent that it is the same in both environments.

Equations (1) and (2) take both hole states as fully relaxed. A part of the surroundings that responds too slowly need not contribute its share of $2\Delta R(i)$. If it stays frozen through both emission steps, its energy is linear in the number of holes, as (16) below shows, and its contribution to (3) is proportional to $2-2=0$.

## Why linear surroundings give a factor four

Represent the surroundings by conducting sites with induced charges $q_s$, collected in a vector $q$. Let $V$ be the vector of potentials that the atom produces at the sites. The symmetric, positive-definite matrix $P$ gives the potential at each site due to the induced charges. In atomic units the energy of the sites is

$$W(q)=q^TV+\frac12q^TPq. \tag{14}$$

For grounded sites the induced charges minimize $W$. Setting its derivative to zero gives $V+Pq=0$, so

$$q=-P^{-1}V,\qquad W_{\min}=-\frac12V^TP^{-1}V. \tag{15}$$

Before ionization the potential is $V_0$ and the charges are $q_0=-P^{-1}V_0$. Suppose that $N$ core holes change the potential to $V_0+N\,\delta V$. This assumes that the sites see only the total hole charge. It is justified for compact, spherical core holes, whose potential outside the core is that of a point charge. With the charges frozen at $q_0$,

$$W_{\rm fr}=-V_0^TP^{-1}(V_0+N\delta V)+\frac12V_0^TP^{-1}V_0$$

$$\phantom{W_{\rm fr}}=-\frac12V_0^TP^{-1}V_0-N\,V_0^TP^{-1}\delta V. \tag{16}$$

After relaxation, (15) gives

$$W_{\rm rel}=-\frac12(V_0+N\delta V)^TP^{-1}(V_0+N\delta V)$$

$$\phantom{W_{\rm rel}}=-\frac12V_0^TP^{-1}V_0-N\,V_0^TP^{-1}\delta V-\frac{N^2}{2}\delta V^TP^{-1}\delta V. \tag{17}$$

The two cross terms are equal because $P^{-1}$ is symmetric. Subtracting (17) from (16) leaves

$$R_{\rm env}(N)=\frac{N^2}{2}\,\delta V^TP^{-1}\delta V. \tag{18}$$

The term linear in $N$ has gone: it is the interaction of the holes with charges already present, and so belongs to the initial state. If the relaxation inside the atom does not change and the reference is the free atom, $\Delta R(i)=R_{\rm env}(1)$ and $\Delta R(kk)=R_{\rm env}(2)=4\Delta R(i)$. The factor two in the rule is then $4-2$: four units from the final state with two holes, less two units from the two appearances of $E(i)$ in (3).

The individual lines follow as well. Write the common initial-state shift in binding energy as $\sigma=-\Delta\varepsilon_i=-\Delta\varepsilon_k$. Equations (9) and (10) give $\Delta[E(i)-E(0)]=\sigma-\Delta R(i)$ and $\Delta[E(kk)-E(0)]=2\sigma-4\Delta R(i)$. Hence

$$\Delta E_B=\sigma-\Delta R(i),\qquad \Delta E_K=-\sigma+3\Delta R(i). \tag{19}$$

The initial-state shift enters the lines with opposite signs and cancels in their sum.

## Magnesium in a cage

The six cage sites lie at distance $d=8.0$ bohr from the nucleus, along the positive and negative Cartesian axes. Each carries a fixed charge of $-0.050\,e$, which stands for the net field present before ionization and does not itself polarize the conductors. In the full cage each site is also a grounded conducting sphere of radius $a=3.0$ bohr, treated as a monopole. This is a model of surroundings, not of a particular solid. Every electronic state is converged separately by unrestricted Hartree-Fock.

The fixed charges alone show a nearly pure initial-state shift. At the centre their potential in atomic units is $6(-0.050)/8.0=-0.0375$. It raises the energy of an electron by 0.0375 hartree and lowers its binding energy by 1.020 eV. The calculated orbital shifts $-\Delta\varepsilon$ are $-1.016$ eV for both 1s and 2s. The binding energy changes by $-1.020$ eV and the Auger energy by $+1.020$ eV, while $\Delta\alpha'$ is only 0.001 eV. An unchanged Auger parameter therefore does not mean an unchanged initial state.

With the conductors added, the relaxation energy can be estimated by hand. A unit hole at the centre gives $\delta V_s=1/d$ at each site. From one site, four others are at distance $\sqrt2\,d$ and one is at $2d$. Every row of $P$ therefore has the sum

$$g=\frac1a+\frac4{\sqrt2\,d}+\frac1{2d}=0.3333+0.3536+0.0625=0.7494. \tag{20}$$

Since all components of $\delta V$ are equal, $P^{-1}\delta V=\delta V/g$. Equation (18) becomes

$$\Delta R(i)\simeq\frac12\,\frac{6}{g\,d^2}=\frac{3}{0.7494\times64}=0.0626\ {\rm hartree}=1.702\ {\rm eV}. \tag{21}$$

The self-consistent calculation gives 1.703 eV. For two 2s holes it gives $\Delta R(kk)=6.810$ eV, so the ratio is 4.00. The orbital shifts of 1s and 2s remain equal to within 0.001 eV, at $-1.019$ eV. With $\sigma=-1.019$ eV, (19) reproduces the opening numbers:

$$\Delta E_B=-1.019-1.703=-2.722\ {\rm eV}, \tag{22}$$

$$\Delta E_K=1.019+3(1.703)=6.128\ {\rm eV}. \tag{23}$$

The directly computed values are $-2.722$ and 6.127 eV. Their sum, 3.405 eV, agrees with $2\Delta R(i)$ to better than 0.001 eV.

That last agreement should not be overread. Fixed charges alone change $R(i)$ by 0.004 eV and give $B=-0.007$ eV. Here $\Delta\alpha'$ is not twice $\Delta R(i)$ in a relative sense, although both are negligible beside the 1 eV line shifts. If the cage with fixed charges alone is taken as the reference for adding the conductors, then $\Delta\alpha'=3.404$ eV and $2\Delta R(i)=3.398$ eV. The difference is 0.006 eV, or 0.2% of the shift. The closer agreement relative to the free atom thus includes a small cancellation, and several meV is the fairer measure of how well the rule holds in this model.

The monopole treatment has its own limitation. The total induced charge for a unit hole is $-6/(gd)=-1.001\,e$, slightly more than a set of grounded conductors can carry in response to a unit charge. Because the charge on each sphere is kept uniform, the minimization in (15) is restricted, and 1.70 eV is only a lower bound to the relaxation energy of six fully polarizable spheres. The cage thus tests the scaling of relaxation; it does not predict the screening of a real film.

## Use in band alignment

Core levels can be used to locate the valence-band edge of a thin film if the separation between core level and band edge is known from a thick layer of the same material. Let $E_V$ be the binding energy of the edge on the initial-state energy scale. If the edge and the core level move rigidly with the electrostatic potential, then $\Delta E_V=-\Delta\varepsilon_i$. The core binding energy measures something else, because (9) gives

$$\Delta E_B=-\Delta\varepsilon_i-\Delta R(i). \tag{24}$$

A nearby metal or a change of dielectric surroundings can alter $R(i)$ between thick layer and thin film. Solving (12) for $\Delta R(i)=(\Delta\alpha'-B)/2$ and inserting it in (24) yields

$$\Delta E_B+\frac12\Delta\alpha'=-\Delta\varepsilon_i+\frac B2. \tag{25}$$

When $B=0$, the two measured line shifts suffice to recover the initial-state shift, provided that $\Delta E_B$ is referred to the same level as $\Delta\varepsilon_i$ and is corrected for charging. Unlike $\Delta\alpha'$, the sum in (25) is not immune to either. With the reference level and charging treated correctly, a nonzero $B$ leaves an error of $B/2$ in the recovered shift.

For the full cage, (25) gives $-2.722+3.405/2=-1.019$ eV, in agreement with the calculated orbital shift. The raw core-level shift lies 1.70 eV below this initial-state shift. Which of the two describes the edge depends on what is meant by the edge. The energy to remove a valence electron includes the screening of the valence hole, and by (18) the surroundings respond only to the potential of the hole at the sites. A 3s hole lying almost wholly inside this cage gains nearly the same 1.70 eV, so the valence ionization threshold follows the raw core-level shift, not the corrected one. Equation (25) gives the shift of the electrostatic potential. It gives the shift of a removal threshold only where the screening of the valence hole does not change.

## When the valence population changes

Compare next the free Mg$^{2+}$ ion with the free atom. Both 3s electrons are gone, and with them their part in screening a core hole. The relaxation energy of the 1s hole falls by 3.08 eV, so the rule would predict $\Delta\alpha'=-6.15$ eV. The calculated change is $-1.40$ eV.

The two brackets in (13) show where the rule breaks down. The orbital binding energies rise by 20.05 eV for 1s but by 19.46 eV for 2s, and $J_{kk}$ changes by $-0.005$ eV. Therefore

$$B_{\rm ini}=2(20.054-19.462)+0.005=1.19\ {\rm eV}. \tag{26}$$

Unequal shifts are possible because, with orbitals held fixed, removing the 3s pair changes the energy of core orbital $c$ by $-(2J_{c,3s}-K_{c,3s})$. These integrals depend on the shape of the core orbital and need not agree for 1s and 2s. The remaining orbitals also readjust in the ion, so this expression shows why the shifts can differ but does not give the size of the difference.

The relaxation energy of the two-hole state falls by 8.74 eV, whereas the third condition would require a fall of $4\times3.075=12.30$ eV. Thus

$$B_{\rm rel}=-8.742+12.300=3.56\ {\rm eV}. \tag{27}$$

The total is $B=4.75$ eV, and three quarters of it comes from the relaxation bracket. Used regardless, (25) would give an initial-state shift of $23.13-0.70=22.43$ eV instead of 20.05 eV. The error of 2.37 eV is $B/2$, as it must be.

The bracket has two parts, $B_{\rm rel}=[\Delta R(kk)-4\Delta R(k)]+4[\Delta R(k)-\Delta R(i)]$. The first measures departure from quadratic scaling. The second measures the dependence on which shell is emptied. The output below gives only their sum, so $B_{\rm rel}$ should not be read as a measure of nonlinear response.

The ion is a severe case, chosen to make the failure visible. It does not give the size of the error for a partial change of oxidation state. It does show that a difference in valence population calls for a check of both brackets.

## Nonlinear response and other transitions

A weak departure from linear response can be followed explicitly. Suppose the initial-state bracket vanishes and the change of relaxation energy for $N$ core holes is $AN^2+DN^3$. Then $\Delta R(i)=A+D$ and $\Delta R(kk)=4A+8D$. From (12) and (13),

$$\Delta\alpha'=\Delta R(kk)-2\Delta R(i)=2A+6D. \tag{28}$$

Half of this is $A+3D$, while the true single-hole change is $A+D$. The inferred relaxation change is wrong by $2D$. A cubic term that is 5% of $A$ produces an error of about 10% of $\Delta R(i)$.

The photoelectron may also come from an orbital $i$ different from the orbital $j$ whose hole starts the Auger decay. Let the final holes be $k$ and $l$, with bare interaction $F_{kl}$. The same steps give

$$\alpha'=-\varepsilon_i-\varepsilon_j+\varepsilon_k+\varepsilon_l-F_{kl}+R(kl)-R(i)-R(j). \tag{29}$$

The rule follows if $\Delta\varepsilon_i+\Delta\varepsilon_j=\Delta\varepsilon_k+\Delta\varepsilon_l$, $\Delta F_{kl}=0$, $\Delta R(i)=\Delta R(j)$ and $\Delta R(kl)=4\Delta R(i)$. For open-shell final states $F_{kl}$ depends on the multiplet term, so the same term must be followed in both environments.

The last condition is doubtful when a final hole lies in the valence band. As an illustration, let only a fraction $x$ of the second hole's charge remain on the atom, and let the part that has left cause no further change in relaxation. The surroundings then respond to a charge $1+x$. Suppose also that the changes of the orbital energies and of $F_{kl}$ in (29) still cancel. This is a further assumption, because the part of the hole that has left may feel a different initial potential. With $\Delta R(i)=\Delta R(j)$, (18) then gives

$$\Delta\alpha'=\left[(1+x)^2-2\right]\Delta R(i). \tag{30}$$

For $x=1$ this is $2\Delta R(i)$. It vanishes at $x=\sqrt2-1\approx0.41$ and becomes $-\Delta R(i)$ at $x=0$. Within this model, even the sign of the Auger-parameter shift depends on where the final holes reside.

Correlation, relativity, multiplet mixing and vibrations are absent from the calculations, so the absolute line energies are not predictions of measured ones. If correlation is included by defining $R(S)$ as the whole difference between the Hartree-Fock frozen energy and the true energy relative to the ground state, (11) keeps its form. But $R(S)$ then also contains changes in correlation energy and is no longer a pure relaxation energy. The values used here appear in the numerical output below.

## Values computed for the example and the checks

```
Cage distance: 8.0 bohr
Conducting-site radius: 3.0 bohr
Fixed charge per site: -0.050 e
Basis functions: 46
Free Mg total energy: -199.61125 hartree
Free Mg virial ratio: 2.000047
Free Mg E_B(1s): 1308.925 eV
Free Mg E_K(Auger): 1086.123 eV
Free Mg alpha: 2395.048 eV
Free Mg -eps(1s): 1334.213 eV
Free Mg -eps(2s): 102.528 eV
Free Mg J(2s2s): 35.796 eV
Free Mg R(1s): 25.288 eV
Free Mg R(2s2s): 18.050 eV
Fixed charges, change of E_B(1s): -1.0195 eV
Fixed charges, change of E_K(Auger): 1.0204 eV
Fixed charges, change of alpha: 0.0009 eV
Fixed charges, change of -eps(1s): -1.0157 eV
Fixed charges, change of -eps(2s): -1.0159 eV
Fixed charges, change of J(2s2s): 0.0000 eV
Fixed charges, change of R(1s): 0.0037 eV
Fixed charges, change of R(2s2s): 0.0080 eV
Fixed charges, change of initial bracket: 0.0005 eV
Fixed charges, change of relaxation bracket: -0.0069 eV
Fixed charges, change of alpha - 2R(1s): -0.0066 eV
Screened cage, change of E_B(1s): -2.7216 eV
Screened cage, change of E_K(Auger): 6.1267 eV
Screened cage, change of alpha: 3.4051 eV
Screened cage, change of -eps(1s): -1.0189 eV
Screened cage, change of -eps(2s): -1.0191 eV
Screened cage, change of J(2s2s): 0.0000 eV
Screened cage, change of R(1s): 1.7027 eV
Screened cage, change of R(2s2s): 6.8101 eV
Screened cage, change of initial bracket: 0.0005 eV
Screened cage, change of relaxation bracket: -0.0007 eV
Screened cage, change of alpha - 2R(1s): -0.0003 eV
Mg2+ ion, change of E_B(1s): 23.1291 eV
Mg2+ ion, change of E_K(Auger): -24.5312 eV
Mg2+ ion, change of alpha: -1.4022 eV
Mg2+ ion, change of -eps(1s): 20.0541 eV
Mg2+ ion, change of -eps(2s): 19.4621 eV
Mg2+ ion, change of J(2s2s): -0.0053 eV
Mg2+ ion, change of R(1s): -3.0750 eV
Mg2+ ion, change of R(2s2s): -8.7415 eV
Mg2+ ion, change of initial bracket: 1.1893 eV
Mg2+ ion, change of relaxation bracket: 3.5586 eV
Mg2+ ion, change of alpha - 2R(1s): 4.7478 eV
Point-charge initial shift: -1.0204 eV
Point-charge relaxation energy: 1.7021 eV
Cage ratio dR(2s2s)/dR(1s): 3.9996
Cage initial shift from spectra: -1.0191 eV
```
